\section*{Linear temperature dependence of the radiative lifetime of two-dimensional excitons}

A dilute thermal gas of bright excitons in a free-standing two-dimensional semiconductor has, when its thermal energy is large, the radiative lifetime
\begin{equation}
\tau_{\rm eff}=\tau_0\left[\frac{3kT}{4E_1}+\frac{9}{20}+O\!\left(\frac{E_1}{kT}\right)\right],\qquad E_1=\frac{\hbar^2k_0^2}{2M},\qquad k_0=\frac{E_0}{\hbar c}.
\label{main}
\end{equation}
Here $E_0$ is the energy of an exciton at rest, $M$ its mass, $\tau_0$ its radiative lifetime at rest, and $E_1$ the kinetic energy at the edge of the light cone. For $kT\gg E_1$ the first term dominates and the lifetime is proportional to temperature.

The model has two degenerate bright branches, both with dipoles in the plane of the layer and with energy $E(\mathbf Q)=E_0+\hbar^2Q^2/2M$, where $\mathbf Q$ is the in-plane wavevector. The layer is in vacuum. The gas obeys Boltzmann statistics, and scattering restores the thermal distribution faster than emission disturbs it. Dark states and non-radiative loss are absent. SI formulas are used, and every $\Gamma$ is a decay rate of population, not of amplitude.

An ideal layer is translationally invariant, so an exciton of wavevector $\mathbf Q$ must pass all of $\mathbf Q$ to the photon it emits. A photon of energy $\hbar\omega$ has total wavevector $\omega/c$, and its in-plane part cannot exceed this. Emission therefore requires $\hbar cQ\le E(\mathbf Q)$. With $s=Q/k_0$ the edge satisfies $E_0s=E_0+E_1s^2$, so that $s\simeq1+E_1/E_0$. In the example below this shifts the edge by about two parts in a million. I therefore set the photon energy to $E_0$ and the edge to $Q=k_0$. Keeping the exact kinematics at fixed dipole strength would raise the mean rate by the fraction $3E_1/E_0$, which adds $-9kT/4E_0$ to the bracket in (\ref{main}). In the example this is $-0.03$ at 300 K, small against $9/20$ but larger than the remainder $O(E_1/kT)$, which refers to the simplified model.

Inside the cone the rate follows from the golden rule. Let the layer have area $A$, and write the matrix element of its polarisation between the exciton and the ground state as
\begin{equation}
\langle g|\mathbf P(\mathbf r)|\mathbf Q\rangle=\frac{d}{\sqrt A}\,e^{i\mathbf Q\cdot\mathbf r}\,\hat{\mathbf e}.
\end{equation}
Polarisation here is dipole moment per area, so $d$ has the unit of charge. The coupling is $-\int d^2r\,\mathbf P\cdot\mathbf E$. In a box of volume $AL$, the field of one photon with polarisation vector $\mathbf e_\lambda$ has amplitude $\sqrt{\hbar\omega/2\varepsilon_0AL}$. The integral over the layer gives $A$ when the in-plane wavevectors agree and zero otherwise, so the coupling to an allowed photon is
\begin{equation}
|g_\lambda|^2=\frac{d^2}{A}\,A^2\,\frac{\hbar\omega}{2\varepsilon_0AL}\,|\hat{\mathbf e}\cdot\mathbf e_\lambda|^2=\frac{d^2\hbar\omega}{2\varepsilon_0L}\,|\hat{\mathbf e}\cdot\mathbf e_\lambda|^2 .
\end{equation}
The area has cancelled. What remains is the sum over the perpendicular wavevector $k_z$. From $\omega=c\sqrt{Q^2+k_z^2}$ we have $d\omega/dk_z=c^2k_z/\omega$, and energy is conserved at two points $\pm k_z$, one for each side of the layer. Hence
\begin{equation}
\sum_{k_z}\delta(\hbar\omega-E_0)=\frac{L}{2\pi}\,\frac{2\omega}{\hbar c^2k_z},\qquad k_z=\sqrt{k_0^2-Q^2}.
\end{equation}
Multiplying by $2\pi|g_\lambda|^2/\hbar$ and using $\omega/c=k_0$,
\begin{equation}
\Gamma=\frac{d^2k_0^2}{\varepsilon_0\hbar k_z}\sum_\lambda|\hat{\mathbf e}\cdot\mathbf e_\lambda|^2 .
\label{general}
\end{equation}

The two polarisation vectors and the photon direction $\hat{\mathbf k}$ form an orthonormal triad, so the sum equals $1-(\hat{\mathbf e}\cdot\hat{\mathbf k})^2$. For the transverse branch, T, the dipole is perpendicular to $\mathbf Q$ and hence to $\hat{\mathbf k}$, and the sum is one. For the longitudinal branch, L, the dipole lies along $\mathbf Q$, and the sum is $1-Q^2/k_0^2=k_z^2/k_0^2$. Thus
\begin{equation}
\Gamma_T=\Gamma_0\frac{k_0}{k_z},\qquad \Gamma_L=\Gamma_0\frac{k_z}{k_0},\qquad \Gamma_0=\frac1{\tau_0}=\frac{d^2k_0}{\varepsilon_0\hbar}.
\label{branches}
\end{equation}
The rates agree at $Q=0$, where the branches differ only in the orientation of the dipole. Towards the edge the transverse rate grows with the density of photon states, while the longitudinal rate falls because a dipole does not radiate along its own axis. The golden rule requires $\hbar\Gamma$ to be small compared with the distance $E_0-\hbar cQ$ from the photon threshold. For T in the example below the two become equal about one per cent from the edge, and a tenfold margin is kept only beyond 4.5 per cent, so the divergence of $\Gamma_T$ is not physical. The states within these distances of the edge carry about 10 and 23 per cent of the mean rate of a hot gas. The thermal mean below nevertheless uses (\ref{branches}) up to the edge, as part of the model.

These rates were tested without the golden rule, by diagonalising one exciton coupled to the discrete photon modes of a box 2 mm long, with the parameters of the example below. For modes within 0.3 eV of $E_0$, the decay between $0.5\tau_0$ and $2\tau_0$ gave $1.003\,\Gamma_0$ at $Q=0$. At $Q=0.6k_0$ it gave $1.254\,\Gamma_0$ for T and $0.802\,\Gamma_0$ for L, where (\ref{branches}) gives 1.250 and 0.800. Outside the cone, at $Q=1.3k_0$ and with modes up to 0.7 eV from $E_0$, the survival probability of a T exciton stayed at or above 0.9974 at the sampled times. This value depends on the window: the long-time survival falls slowly as it widens, to about 0.995 for modes up to 5 eV from $E_0$.

Now let $n_i$ be the population of state $i$, $N=\sum_in_i$ the total, and $p_i$ the normalised Boltzmann weight. Scattering conserves $N$, so only emission changes it. If scattering is fast enough to keep $n_i=p_iN$, then
\begin{equation}
\frac{dN}{dt}=-\sum_i\Gamma_in_i=-\langle\Gamma\rangle N,\qquad \langle\Gamma\rangle=\sum_ip_i\Gamma_i .
\end{equation}
The whole gas decays with one exponential, and $\tau_{\rm eff}=1/\langle\Gamma\rangle$. It is the rate that is averaged. An average of lifetimes would diverge, since states outside the cone do not emit.

Set $u=Q^2/k_0^2$ and $a=E_1/kT$. The kinetic energy is $E_1u$, and the number of states in a ring is proportional to $Q\,dQ$, hence to $du$. Since $\int_0^\infty e^{-au}du=1/a$, the normalised distribution is $a\,e^{-au}du$, with half the population in each branch. The cone holds the fraction
\begin{equation}
\int_0^1a\,e^{-au}\,du=1-e^{-a}\simeq\frac{E_1}{kT}\qquad(kT\gg E_1).
\label{fraction}
\end{equation}
This is the origin of the temperature law. The density of states of a parabolic band in two dimensions is constant, so the thermal population spreads over an energy range $kT$ while the emitting states occupy the fixed range $E_1$.

The numerical factor needs the variation of the rates within the cone. With $k_z/k_0=\sqrt{1-u}$,
\begin{equation}
\frac{\langle\Gamma\rangle}{\Gamma_0}=\frac a2\int_0^1e^{-au}\left[(1-u)^{-1/2}+(1-u)^{1/2}\right]du .
\label{integral}
\end{equation}
The first term diverges at $u=1$ but is integrable. Substitute $1-u=v^2$, so that $du=-2v\,dv$ and the reversed limits absorb the sign. With the Dawson function $D(x)=e^{-x^2}\int_0^xe^{t^2}dt$, the first integral is
\begin{equation}
2e^{-a}\int_0^1e^{av^2}dv=\frac{2D(\sqrt a)}{\sqrt a}.
\end{equation}
In the second, $v\,e^{av^2}$ is the derivative of $e^{av^2}/2a$, and integration by parts gives
\begin{equation}
2e^{-a}\int_0^1v^2e^{av^2}dv=2e^{-a}\left[\frac{e^a}{2a}-\frac1{2a}\int_0^1e^{av^2}dv\right]=\frac1a-\frac{D(\sqrt a)}{a^{3/2}} .
\end{equation}
Adding the two and multiplying by $a/2$,
\begin{equation}
\frac{\tau_0}{\tau_{\rm eff}}=R(a)=\frac12\left[1+2\sqrt a\,D(\sqrt a)-\frac{D(\sqrt a)}{\sqrt a}\right].
\label{closed}
\end{equation}
Within the model this holds at any ratio of $kT$ to $E_1$.

For $kT\gg E_1$, $a$ is small and $e^{-au}\simeq1-au$ throughout the cone. The same substitution gives the moments
\begin{align}
\int_0^1(1-u)^{-1/2}du&=2, & \int_0^1(1-u)^{1/2}du&=\frac23,\\
\int_0^1u(1-u)^{-1/2}du&=\frac43, & \int_0^1u(1-u)^{1/2}du&=\frac4{15}.
\end{align}
The leading moments add to $8/3$ and the next to $8/5$, so
\begin{equation}
R=\frac a2\left(\frac83-\frac85a+\dots\right)=\frac{4a}3\left(1-\frac{3a}5+\dots\right),\qquad
\frac1R=\frac3{4a}\left(1+\frac{3a}5+\dots\right)=\frac3{4a}+\frac9{20}+\dots
\end{equation}
Restoring $a=E_1/kT$ gives (\ref{main}). In terms of the material parameters, the leading term is
\begin{equation}
\tau_{\rm eff}\simeq\frac34\,kT\,\frac{2M}{\hbar^2k_0^2}\,\frac{\varepsilon_0\hbar}{d^2k_0}=\frac{3\varepsilon_0M\,kT}{2\hbar d^2k_0^3}.
\end{equation}
At fixed temperature, $d$ and $k_0$, a heavier exciton lives longer, because its thermal population extends to larger wavevectors.

The factor $4/3$ can also be found from the directions of the emitted photons. The sum of (\ref{general}) over two perpendicular in-plane dipoles does not depend on how the pair is oriented. Since the branches are equally populated, T and L may be replaced by fixed dipoles along $x$ and $y$, which have equal thermal means by symmetry. Let $\theta$ be the angle between the photon and the layer normal, and $\phi$ its azimuth. Then $Q=k_0\sin\theta$, $k_z=k_0\cos\theta$ and $d^2Q=k_0^2\cos\theta\,d\Omega$. The thermal density of $\mathbf Q$ for small $a$ is $a/\pi k_0^2$ throughout the cone, and
\begin{equation}
\frac{\langle\Gamma\rangle}{\Gamma_0}=\frac a\pi\int_{\rm hemisphere}\cos\theta\,\frac{1-\sin^2\theta\cos^2\phi}{\cos\theta}\,d\Omega=\frac a\pi\left(2\pi-\frac{2\pi}3\right)=\frac{4a}3 .
\end{equation}
One hemisphere suffices because (\ref{general}) already counts emission to both sides. The factors $\cos\theta$ cancel, so the angular pattern of a hot gas is that of a single dipole, averaged over the two orientations. Evaluated numerically with the Boltzmann factor kept, this integral agreed with (\ref{closed}) to one part in $10^7$ for five values of $a$ between 0.001 and 20. At $kT/E_1=1000$ it left 0.4501 after the linear term was subtracted from $\tau_{\rm eff}/\tau_0$, close to $9/20$.

In the opposite limit, $kT\ll E_1$, the gas gathers near $Q=0$ and the lifetime tends to $\tau_0$. The approach is from below. The bracket in (\ref{integral}) expands as $2+u^2/4+\dots$, since the terms linear in $u$ cancel between the branches. With $\langle u^2\rangle=2/a^2$ this gives $R\simeq1+1/(4a^2)$, slightly above one. At $kT/E_1=0.1$ the full formula gives $\tau_{\rm eff}/\tau_0=0.9962$, where the leading asymptotic form gives 0.9975. In the example below $\hbar\Gamma_0$ is about $710\,E_1$, so for $kT$ near or below $E_1$ fast scattering and sharp energies cannot both hold. This limit and the crossover that follows are then properties of the formula only.

The passage to the linear law is described by the local exponent $d\ln\tau_{\rm eff}/d\ln T$, which equals $d\ln R/d\ln a$. For small $a$ it is $1-3a/5$. This gives 0.94 at $kT/E_1=10$ and 0.994 at 100, in agreement with the numerical output. At $kT=E_1$ the exponent is one half: with $x=\sqrt a$ and $D'=1-2xD$, differentiating (\ref{closed}) at $x=1$ gives $dR/dx=\frac12[1+D(1)]=R$, and $d\ln R/d\ln a=(x/2R)\,dR/dx=1/2$.

For a numerical example take $E_0=1.90$ eV, $M$ equal to one electron mass $m_e$, and $d=0.12\,e$. These are round values in the rough regime of a suspended monolayer of a transition-metal dichalcogenide. With $m_ec^2=5.11\times10^5$ eV and $e^2/\varepsilon_0=18.1$ eV nm,
\begin{align}
E_1&=\frac{E_0^2}{2Mc^2}=\frac{(1.90)^2}{2\times5.11\times10^5}\ {\rm eV}=3.53\ \mu{\rm eV},\\
\hbar\Gamma_0&=(0.12)^2\times18.1\times0.009629\ {\rm eV}=2.51\ {\rm meV},
\end{align}
where $k_0=0.009629$ nm$^{-1}$. The lifetime at rest is $\tau_0=\hbar/(2.51\ {\rm meV})=0.262$ ps. Thermal energy equals $E_1$ at 0.041 K, so the condition $kT\gg E_1$ is met at ordinary cryogenic temperatures as well as at room temperature. The model also needs scattering much faster than $\Gamma_0$ and energies sharp on the scale of $kT$. At 10 K, where $kT=0.86$ meV is below $\hbar\Gamma_0$, these two cannot both hold, and the lifetime given for that temperature is only the formal value of the formula. At 77 K and 300 K, $kT$ is only 2.6 and 10 times $\hbar\Gamma_0$, so the two conditions are not well met there either. In the relaxation model below, even a collision width $\hbar\gamma=kT$ lengthens the lifetime by factors 1.73 and 1.24. At 300 K, $kT/E_1=7319$ and the cone holds $1.37\times10^{-4}$ of the excitons. The lifetime is
\begin{equation}
\tau_{\rm eff}=0.2623\ {\rm ps}\times(0.75\times7319+0.45)\simeq1440\ {\rm ps}=1.44\ {\rm ns}.
\end{equation}
It is 370 ps at 77 K and 48 ps at 10 K, with a slope of 4.80 ps/K. The constant $9/20$ contributes only about 0.1 ps.

The assumption of fast scattering can be relaxed in a simple model in which every state relaxes towards its thermal share at a rate $\gamma$:
\begin{equation}
\frac{dn_i}{dt}=-\Gamma_in_i-\gamma(n_i-p_iN).
\end{equation}
When the total decays much more slowly than $\gamma$, each population follows $N$ quasi-statically, $n_i=\gamma p_iN/(\Gamma_i+\gamma)$. With $v=k_z/k_0$, the weight per branch for small $a$ is $a\,v\,dv$, and the decay rate becomes
\begin{equation}
\frac1\tau=a\Gamma_0\int_0^1v\left[\frac1{v+r}+\frac v{1+rv}\right]dv,\qquad r=\frac{\Gamma_0}\gamma .
\end{equation}
For $r\to0$ the integral is $1+1/3=4/3$, as before. For finite $r$ it is smaller, because emission leaves the cone underfilled. An assumed scattering time $1/\gamma$ of 0.03 ps at 300 K lengthens the lifetime by a factor 1.27. With 1 ps at 10 K the factor is 6.6, and the 48 ps become about 320 ps. At fixed $\gamma$ the lifetime is still proportional to $T$, but a $\gamma$ that varies with temperature changes the law.

The parabolic dispersion is itself an idealisation. A longitudinal exciton carries the transition charge density $-\nabla\cdot\mathbf P$, of amplitude $Qd/\sqrt A$. A sheet charge $\sigma$ of wavevector $Q$ produces the potential $\sigma/2\varepsilon_0Q$ in its own plane. Multiplying potential by charge density and integrating over the layer gives the long-range exchange energy
\begin{equation}
\Delta_L(Q)=A\,\frac{Q^2d^2}{A}\,\frac1{2\varepsilon_0Q}=\frac{d^2Q}{2\varepsilon_0}.
\end{equation}
The factor one half in the Coulomb energy is cancelled by the two orderings of the creation and annihilation terms. The transverse branch has $\nabla\cdot\mathbf P=0$ and no electrostatic shift. Retardation lowers it outside the cone by $\hbar\Gamma_0k_0/2\sqrt{Q^2-k_0^2}$ away from the edge. To first order this raises its partition function by 0.1\% at 300 K and by 16\% at 10 K, and it is left out here. At the thermal wavevector $\sqrt{2MkT}/\hbar$ the lift is 107 meV at 300 K, against $kT=25.9$ meV, so the longitudinal branch is far from parabolic. Its partition function, measured from the energy at $Q=0$, falls to the fraction $z_L=0.089$ of the parabolic value. This electrostatic formula applies for $Q\gg k_0$, where nearly all the excitons are. Even at the edge of the cone it would give only $d^2k_0/2\varepsilon_0=\hbar\Gamma_0/2$, about 1.3 meV, and no lift is included inside the cone. The number of thermally available states, and with it the lifetime, is then multiplied by $(1+z_L)/2=0.545$. Because $z_L$ grows with temperature, the local exponent at 300 K rises to 1.065. These numbers leave out the polarisability of the layer, which weakens the lift. If $\Delta_L$ is divided by $1+r_0Q$ with a screening length $r_0$ of 2 to 4 nm, the lift at the thermal wavevector drops to between 41 and 25 meV, the factor rises to between 0.63 and 0.71, and the exponent at 300 K rises to about 1.2.

A real channel departs from the model in further ways. Dark excitons store population without emitting. An equal doublet of the same mass lying 20 meV below the bright one, and kept in thermal equilibrium with it by fast conversion, would lengthen the lifetime by $1+e^{\Delta/kT}$, with $\Delta=20$ meV, which is 3.2 at 300 K and 21 at 77 K. The linear law is then lost once $kT$ is no longer large compared with $\Delta$. The size and even the sign of this splitting depend on the material, so the 20 meV is an illustration. At a density of $10^{11}$ cm$^{-2}$ and 300 K, Bose statistics raises the rate by only 0.5\%. The collision widths for the assumed scattering times are 22 meV at 300 K and 0.66 meV at 10 K, both close to $kT$, so a Boltzmann weight at a sharp energy is itself a rough approximation; its effect on the lifetime is not computed here. Each factor was found with the other corrections switched off, and their product is not a prediction. A substrate or gate dielectric also changes the light cone and the emission rate. Finally, defects and other non-radiative channels add their own rates, so the decay time of the luminescence can be much shorter than $\tau_{\rm eff}$. The 1.44 ns is thus the radiative lifetime of the ideal parabolic model, and the factors quoted above are separate estimates of some of the corrections to it.

\section*{Table of computed values}
\begin{verbatim}
exciton energy E0 = 1.90 eV
exciton mass M = 1.00 electron masses
transition polarisation d = 0.12 e
light-cone edge k0 = 0.009629 1/nm
edge kinetic energy E1 = 3.532 micro-eV
temperature with kT = E1: 0.0410 K
relative shift of exact edge = 1.86e-06
hbar Gamma0 = 2.509 meV
tau0 = 0.2623 ps
box, Q/k0=0.0 T: rate/Gamma0 = 1.003, formula 1.000
box, Q/k0=0.6 T: rate/Gamma0 = 1.254, formula 1.250
box, Q/k0=0.6 L: rate/Gamma0 = 0.802, formula 0.800
box, Q/k0=1.3 T: least survival = 0.9974
constant term of tau_eff/tau0 at kT/E1=1000: 0.4501
kT/E1=0.1: tau/tau0 = 0.9962, linear term 0.0750, exponent -0.0101
kT/E1=1: tau/tau0 = 1.3003, linear term 0.7500, exponent 0.5000
kT/E1=10: tau/tau0 = 7.9599, linear term 7.5000, exponent 0.9410
kT/E1=100: tau/tau0 = 75.4510, linear term 75.0000, exponent 0.9940
T=10 K: kT = 0.862 meV, kT/E1 = 244.0
  cone fraction = 4.091e-03, tau_eff = 48.12 ps
T=77 K: kT = 6.635 meV, kT/E1 = 1878.5
  cone fraction = 5.322e-04, tau_eff = 369.73 ps
T=300 K: kT = 25.852 meV, kT/E1 = 7318.8
  cone fraction = 1.366e-04, tau_eff = 1440.15 ps
tau_eff at 300 K = 1.440 ns
slope of tau_eff = 4.800 ps/K
neglected effects:
exchange 77 K: L lift at thermal Q = 54.4 meV
  L population weight 0.0275, lifetime factor 0.514
exchange 300 K: L lift at thermal Q = 107.3 meV
  L population weight 0.0893, lifetime factor 0.545
exponent at 300 K with exchange = 1.065
refilling 10 K, scattering time 1.00 ps: lifetime factor 6.571
refilling 300 K, scattering time 0.03 ps: lifetime factor 1.274
collision width at 300 K = 21.9 meV
dark doublet depth = 20 meV
dark states 77 K: lifetime factor 21.37
dark states 300 K: lifetime factor 3.17
exciton density = 1.0e+11 1/cm2
occupation at Q=0, 300 K = 0.0093
Bose factor on the rate = 1.0046
\end{verbatim}
